# The Keating identity among the elastic constants of diamond lattices, part 2

A diamond lattice with cubic constant $a$ has sublattices A and B. The bonds from an A atom are $\mathbf r_s=(a/4)\mathbf n_s$, where

$$
\begin{aligned}
\mathbf n_1&=(1,1,1), & \mathbf n_2&=(1,-1,-1),\\
\mathbf n_3&=(-1,1,-1), & \mathbf n_4&=(-1,-1,1).
\end{aligned}
$$

The bond length $d$ obeys $d^2=3a^2/16$. With a prime marking a deformed bond, the Keating energy is

$$
E=\frac{3\alpha}{8d^2}\sum_{\rm bonds}\left(\mathbf r'\cdot\mathbf r'-d^2\right)^2+\frac{3\beta}{8d^2}\sum_{\rm angles}\left(\mathbf r'_s\cdot\mathbf r'_t+\frac{d^2}{3}\right)^2 .
$$

The constants $\alpha$ and $\beta$, in N/m, are taken to be positive. The crystal is classical, at zero temperature and unstressed.

A uniform deformation $F$ has the Lagrangian strain $\eta=\tfrac12(F^{T}F-1)$, with trace $T$ and engineering shears $\boldsymbol\gamma=2(\eta_{yz},\eta_{zx},\eta_{xy})$. Sublattice B shifts relative to A by $(a/4)\mathbf v$, referred to the undeformed frame. To first order the scalar product of bonds $s$ and $t$ changes by $\Delta_{st}=(a^2/16)D_{st}$, where

$$
D_{ss}=2\left[T+(\boldsymbol\gamma+\mathbf v)\cdot\mathbf n_s\right],
$$

$$
\begin{aligned}
D_{12}&=2\left[(2\eta_{xx}-T)-(\gamma_x-v_x)\right],\\
D_{34}&=2\left[(2\eta_{xx}-T)+(\gamma_x-v_x)\right].
\end{aligned}
$$

The other angle pairs follow by cyclic exchange of the axes. The energy density is

$$
\begin{aligned}
W=\frac1{2a}\Big[&\alpha T^2+\beta\sum_i(2\eta_{ii}-T)^2\\
&+\alpha|\boldsymbol\gamma+\mathbf v|^2+\beta|\boldsymbol\gamma-\mathbf v|^2\Big].
\end{aligned}
$$

The moduli of a cubic crystal are defined by

$$
W=\tfrac12C_{11}\sum_i\eta_{ii}^2+C_{12}\sum_{i<j}\eta_{ii}\eta_{jj}+\tfrac12C_{44}|\boldsymbol\gamma|^2 .
$$

Clamped sublattices, with $\mathbf v=0$, give the shear modulus $C_{44}^{0}=(\alpha+\beta)/a$. Minimising $W$ over $\mathbf v$ gives $\mathbf v=-\zeta\boldsymbol\gamma$, where $\zeta$ is Kleinman's internal strain parameter, and the relaxed modulus $C_{44}$. The moduli then obey the Keating identity:

$$
2C_{44}(C_{11}+C_{12})=(C_{11}-C_{12})(C_{11}+3C_{12}).
$$

The formulas for the moduli and $\zeta$ are collected below, before the identity is applied and its limits are examined.

## Meaning, worked example and limits of validity

The first half treated a diamond lattice with cubic constant $a$, bond length $d$, bond constant $\alpha$ and angle constant $\beta$. The bonds from an A atom are $\mathbf r_s=(a/4)\mathbf n_s$. The strain is $\eta$, with trace $T$ and engineering shears $\boldsymbol\gamma$, and sublattice B shifts relative to A by $(a/4)\mathbf v$. The change of a scalar product of two bonds is $(a^2/16)D_{st}$, and the energy density is

$$
W=\frac{1}{32a}\left[\alpha\sum_sD_{ss}^2+2\beta\sum_{s<t}D_{st}^2\right].
$$

The resulting moduli and internal strain parameter are

$$
\begin{aligned}
C_{11}&=\frac{\alpha+3\beta}{a}, & C_{12}&=\frac{\alpha-\beta}{a},\\
C_{44}&=\frac{4\alpha\beta}{a(\alpha+\beta)}, & \zeta&=\frac{\alpha-\beta}{\alpha+\beta},
\end{aligned}
$$

with $\mathbf v=-\zeta\boldsymbol\gamma$. Departures from the identity are measured by the ratio

$$
R=\frac{2C_{44}(C_{11}+C_{12})}{(C_{11}-C_{12})(C_{11}+3C_{12})},
$$

which equals 1 in the Keating model.

For a numerical example take the round values $\alpha=50$ N/m, $\beta=14$ N/m and $a=0.54$ nm. Since 1 N/m divided by 1 nm is 1 GPa,

$$
\begin{aligned}
C_{11}&=\frac{50+42}{0.54}=170.4\ \text{GPa},\\
C_{12}&=\frac{50-14}{0.54}=66.7\ \text{GPa},\\
C_{44}&=\frac{4\times50\times14}{0.54\times64}=81.0\ \text{GPa}.
\end{aligned}
$$

Both sides of the identity are $3.84\times10^4$ GPa$^2$. With clamped sublattices the shear modulus would be $64/0.54=118.5$ GPa. The clamped value replaces $4\alpha\beta/(\alpha+\beta)$ by $\alpha+\beta$, so the ratio becomes

$$
R_{\rm clamped}=\frac{(\alpha+\beta)^2}{4\alpha\beta}=\frac{1}{1-\zeta^2}=1.46
$$

for $\zeta=36/64=0.5625$. An atomistic calculation that strains all atomic positions uniformly and omits the relaxation thus overestimates $C_{44}$ by 46% relative to the relaxed value in this example.

A shear $\gamma_x=0.01$ in the $yz$ plane moves sublattice B along $x$ by

$$
-\zeta\frac a4\gamma_x=-0.5625\times0.135\ \text{nm}\times0.01=-0.76\ \text{pm}.
$$

The sign can be understood from the bonds. Without a shift, this shear lengthens the two bonds with $n_x=+1$ and shortens the two with $n_x=-1$. Moving B towards negative $x$ reduces both changes. It does so at the cost of more angular distortion, and the balance depends on the ratio of $\alpha$ to $\beta$. For $\beta\ll\alpha$, $\zeta$ tends to 1 and shear leaves the bond lengths unchanged to first order. For $\alpha=\beta$ there is no shift.

The same parameter measures elastic anisotropy, since

$$
\frac{2C_{44}}{C_{11}-C_{12}}=\frac{2\alpha}{\alpha+\beta}=1+\zeta .
$$

At $\alpha=\beta$ the model is elastically isotropic and $C_{12}=0$. As $\beta/\alpha\to0$ the anisotropy ratio tends to 2, while $C_{44}$ and $C_{11}-C_{12}$ both vanish. Bonds without angular stiffness cannot hold this lattice against shear.

Positive $\alpha$ and $\beta$ make the energy a sum of squares. In $W$ the normal part vanishes only for zero normal strain, and the shear part only if $\boldsymbol\gamma+\mathbf v=0$ and $\boldsymbol\gamma-\mathbf v=0$, hence $\boldsymbol\gamma=0$. The crystal is then stable against every uniform strain. The converse also holds. Stability requires $C_{11}-C_{12}>0$, which means $\beta>0$. It also requires a positive bulk modulus,

$$
B=\frac{C_{11}+2C_{12}}{3}=\frac{3\alpha+\beta}{3a},
$$

so that $\alpha>-\beta/3$ and therefore $\alpha+\beta>0$. A positive $C_{44}$ then demands $\alpha\beta>0$, and hence $\alpha>0$. In the example $B=101$ GPa.

The identity can also be written for sound speeds. In an elastic medium of density $\rho$, a plane wave along the unit vector $\mathbf m$ has values of $\rho v^2$ equal to the eigenvalues of the Christoffel matrix. For a cubic crystal its elements are

$$
\begin{aligned}
\Gamma_{ii}&=C_{11}m_i^2+C_{44}(1-m_i^2),\\
\Gamma_{ij}&=(C_{12}+C_{44})m_im_j\quad(i\neq j).
\end{aligned}
$$

Along $[100]$ the matrix is diagonal, giving $C_{11}$ for the longitudinal speed $v_L$ and $C_{44}$ for the transverse speed $v_T$. Along $[110]$ the displacement $(1,-1,0)$ is an eigenvector. Its eigenvalue is

$$
\frac{C_{11}+C_{44}}2-\frac{C_{12}+C_{44}}2=\frac{C_{11}-C_{12}}2 ,
$$

and the corresponding speed is called $v_S$. Substituting $C_{12}=C_{11}-2\rho v_S^2$ in the identity gives $C_{11}+C_{12}=2\rho(v_L^2-v_S^2)$ and $C_{11}+3C_{12}=\rho(4v_L^2-6v_S^2)$. After division by $4\rho^2$,

$$
v_T^2\left(v_L^2-v_S^2\right)=v_S^2\left(2v_L^2-3v_S^2\right).
$$

The density has cancelled. With an atomic mass of 28 u, eight atoms in the volume $a^3$ give $\rho=2362$ kg/m$^3$, and the three speeds are $v_L=8493$, $v_T=5856$ and $v_S=4685$ m/s. The relaxed $C_{44}$ applies because the frequency of a long acoustic wave tends to zero, and the inertia of the relative sublattice motion then has no effect.

The first extension concerns zincblende crystals, where A and B are different elements. Let their angle constants be $\beta_A$ and $\beta_B$, with one bond constant and the same undistorted tetrahedral geometry. The angles at A and B undergo equal changes of scalar product, so $2\beta$ in $W$ is replaced by $\beta_A+\beta_B$. The moduli depend on the mean angle constant, and the identity survives. The values 10 and 18 N/m, for example, give the same moduli as 14 N/m on both atoms. Coulomb forces between charged sublattices add terms that are absent from this $W$, and the proof does not cover them.

The second extension changes the meaning of the angle term. In the Keating energy a scalar product changes when a bond is stretched, even if the angle is fixed. That is why $\beta$ appears in the bulk modulus. Consider instead a model that keeps the bond term but replaces the scalar product in the angle term by $d^2\cos\theta$, where $\theta$ is the angle between the two bonds. To first order,

$$
\begin{aligned}
d^2\cos\theta&=\left(-\frac{d^2}{3}+\Delta_{st}\right)\left(1-\frac{\Delta_{ss}+\Delta_{tt}}{2d^2}\right)\\
&=-\frac{d^2}3+\Delta_{st}+\frac{\Delta_{ss}+\Delta_{tt}}6 .
\end{aligned}
$$

Thus $D_{st}$ is replaced by $A_{st}=D_{st}+(D_{ss}+D_{tt})/6$. From the first half, $D_{ss}=2[T+(\boldsymbol\gamma+\mathbf v)\cdot\mathbf n_s]$ and $D_{12}=2(2\eta_{xx}-T)-2(\gamma_x-v_x)$. For this pair $(D_{11}+D_{22})/6=\tfrac23(T+\gamma_x+v_x)$, and

$$
A_{12}=4\left(\eta_{xx}-\frac T3\right)-\frac43(\gamma_x-2v_x).
$$

The partner pair has the opposite sign before the second term. Squaring, adding the three groups and multiplying by $2\beta/(32a)$ gives

$$
\begin{aligned}
W=\frac1{2a}\Big[&\alpha T^2+4\beta\sum_i\left(\eta_{ii}-\frac T3\right)^2\\
&+\alpha|\boldsymbol\gamma+\mathbf v|^2+\frac{4\beta}{9}|\boldsymbol\gamma-2\mathbf v|^2\Big].
\end{aligned}
$$

Since $\sum_i(\eta_{ii}-T/3)^2=\sum_i\eta_{ii}^2-T^2/3$, the normal moduli are $C_{11}=(\alpha+8\beta/3)/a$ and $C_{12}=(\alpha-4\beta/3)/a$. For the shear put $\mathbf p=\boldsymbol\gamma+\mathbf v$, so that $\boldsymbol\gamma-2\mathbf v=3\boldsymbol\gamma-2\mathbf p$. The minimum condition $\alpha\mathbf p=(8\beta/9)(3\boldsymbol\gamma-2\mathbf p)$ gives

$$
\mathbf p=\frac{24\beta}{9\alpha+16\beta}\boldsymbol\gamma,\qquad
3\boldsymbol\gamma-2\mathbf p=\frac{27\alpha}{9\alpha+16\beta}\boldsymbol\gamma .
$$

The shear coefficient has the numerator $576\alpha\beta^2+324\alpha^2\beta=36\alpha\beta(9\alpha+16\beta)$, and so

$$
C_{44}=\frac{36\alpha\beta}{a(9\alpha+16\beta)},\qquad
R=\frac{9\alpha(3\alpha+2\beta)}{(9\alpha+16\beta)(3\alpha-\beta)} .
$$

With $\alpha$ and $\beta$ held at the example values, the moduli are 161.7, 58.0 and 69.2 GPa, and $R=0.874$. This model has two constants and no force beyond the angle between neighbouring bonds, yet at these values it misses the Keating identity by 13%. The size of the departure depends on $\beta/\alpha$: the formula gives $R\to1$ as $\beta/\alpha\to0$ and $R=1$ at $\beta=21\alpha/16$.

The third extension adds a further interaction between second neighbours. Its range is no longer than that of the angle term: each second-neighbour pair forms the outer ends of one angle, and the Keating energy already couples the pair with a force constant $\beta/2$ along the line joining them. Let a spring $\kappa$, unstretched in the reference lattice, join each atom to its twelve second neighbours at distance $a/\sqrt2$. They belong to the same sublattice, so $\mathbf v$ does not affect these springs. There are eight atoms in $a^3$ and six springs per atom, each of which changes length by $(a/\sqrt2)\,\mathbf m\cdot\eta\,\mathbf m$, where $\mathbf m$ is its unit direction. For the two directions $(1,\pm1,0)/\sqrt2$ this strain is $\tfrac12(\eta_{xx}+\eta_{yy}\pm\gamma_z)$. Summing the squares over the three planes yields

$$
\begin{aligned}
W_\kappa&=\frac8{a^3}\cdot\frac\kappa2\cdot\frac{a^2}2\sum_{\mathbf m}(\mathbf m\cdot\eta\,\mathbf m)^2\\
&=\frac\kappa a\left[2\sum_i\eta_{ii}^2+2\sum_{i<j}\eta_{ii}\eta_{jj}+|\boldsymbol\gamma|^2\right].
\end{aligned}
$$

The additions to $C_{11}$, $C_{12}$ and $C_{44}$ are $4\kappa/a$, $2\kappa/a$ and $2\kappa/a$. Taking the logarithm of $R$ and keeping first order in $\kappa$,

$$
\begin{aligned}
\ln R&\simeq\kappa\left[\frac{\alpha+\beta}{2\alpha\beta}+\frac3{\alpha+\beta}-\frac1{2\beta}-\frac5{2\alpha}\right]\\
&=\kappa\,\frac{\alpha-2\beta}{\alpha(\alpha+\beta)} .
\end{aligned}
$$

For $\kappa=1$ N/m, with $\alpha$ and $\beta$ fixed, $C_{44}$ rises by 4.6% to 84.7 GPa, but $R$ rises only to 1.007. The changes in the moduli largely cancel in the ratio, and at $\alpha=2\beta$ they cancel to first order. For ratios $\alpha/\beta$ near that of the example, a value of $R$ near 1 is therefore weak evidence against an additional central spring between second neighbours.

Finite strain is another source of error. Under a stretch $F=\mathrm{diag}(1+e,1,1)$ the Lagrangian strain is $\eta_{xx}=e+e^2/2$, and the two-fold axes keep $\mathbf v=0$. The Keating energy density is then $\tfrac12C_{11}\eta_{xx}^2$, larger than $\tfrac12C_{11}e^2$ by the factor $(1+e/2)^2$. At $e=1\%$ the excess is 1.0%. Real bonds also soften when stretched. A Morse bond, $V=U(1-e^{-bx})^2$ with stretch $x$, has curvature $2Ub^2$ at its minimum. The Keating bond term is $(3\alpha/2)x^2$ for small $x$, so equal curvatures require $b=\sqrt{3\alpha/(2U)}$. A rough bond energy $U=2.3$ eV gives $b=14.3$ nm$^{-1}$. The 1% uniaxial strain stretches each bond by 0.78 pm, and the Morse energy is then 1.1% below the harmonic bond energy.

Vibration can be estimated with the same bond. Let $y=bx$ have a Gaussian distribution with mean $\mu$ and variance $s^2$, so that $\langle e^{-ky}\rangle=e^{-k\mu+k^2s^2/2}$. The average force vanishes when $\langle e^{-y}\rangle=\langle e^{-2y}\rangle$, which gives $\mu=3s^2/2$. Both averages then equal $e^{-s^2}$, and the mean curvature is

$$
\langle V''\rangle=2Ub^2\left\langle2e^{-2y}-e^{-y}\right\rangle=2Ub^2e^{-s^2}.
$$

The variance was computed from the harmonic vibrations of the Keating lattice at 300 K, including zero-point motion, by summing over an $8\times8\times8$ mesh of wavevectors. The rms bond stretch is 5.6 pm, or 2.4% of $d$. Hence $s=0.080$, and the mean curvature is 0.6% below that of a static bond. The stiffness under a slow load is a different quantity, because the vibration itself changes with the bond length; for an isolated Morse bond with these constants at 300 K it lies about 3% below the static value, some five times the change in mean curvature. The estimate treats each bond as isolated and says nothing about $\beta$. A change in $\alpha$ alone alters the moduli but leaves $R=1$.

The example lies in the regime of silicon, for which rough values are $a\approx0.54$ nm, $C_{11}\approx166$, $C_{12}\approx64$ and $C_{44}\approx80$ GPa. The model moduli are of this size. In a strained silicon channel the assumptions of small strain and static atoms hold only approximately. The bond stretches there also depend on the direction of the strain and on any sideways contraction, so the estimates above are not predictions for a particular device. They apply to a 1% stretch along $[100]$ with the lateral dimensions held fixed, and give a change of 1.0% in the Keating strain energy from geometry and 1.1% in the bond energy from softening. The matching second derivatives change about three times as much: the Keating stiffness along the stretch, $d^2W/de^2=C_{11}(1+3e+3e^2/2)$, rises by 3.0%, and the curvature of a single Morse bond falls by 3.3%. The other moduli change by different amounts; the relaxed Keating shear stiffness in the $yz$ plane, for example, rises by less than 1%. At 300 K vibration lowers the mean curvature of the bond energy by 0.6%, and the slow-load stiffness of an isolated Morse bond by about 3%. These are not changes in $R$, so they cannot be compared directly with the 13% by which the alternative angular force lowers $R$. The identity may serve to estimate $C_{44}$ from $C_{11}$ and $C_{12}$ where the Keating form has been found adequate for the material, but it cannot establish that adequacy by itself.
